# Where a Finite Metal Band Makes the Electrode Reduction Rate Fall

**The setting.** A dissolved acceptor takes one electron from a metal electrode. The metal has a uniform density of states $\rho$ in a band that starts at energy $D$ below the Fermi level and ends at $U$ above it. Level energies $\varepsilon$ are measured from the Fermi level, and the whole band moves with the electrode potential. The coupling $H$ to the acceptor is weak and equal for all levels, the acceptor stays at a fixed distance, and the solvent is classical and responds linearly, with reorganisation energy $\lambda$. Write $\theta=k_BT$ and let the driving force be $\Delta=-e\eta$, with $\eta$ the overpotential measured from the formal potential. At $\Delta=0$ transfer from the Fermi level has zero reaction free energy. "Total rate" means the reduction rate summed over levels; the reverse oxidation is not subtracted.

## (a) The total rate

**Question.** Derive the rate from one level, and from it the total rate as an integral over the band.

**Answer.** Let $X$ be the energy gap, final minus initial state, at a given solvent configuration. Transfer needs $X=0$, and the golden rule gives the rate $(2\pi/\hbar)|H|^2\,p(0)$, where $p(X)$ is the thermal distribution of the gap in the initial state.

For a linear solvent $p$ is a Gaussian with mean $\bar X$ and variance $v$. With $q=X-\bar X$, the two free-energy curves are
$$F_i=\frac{\theta q^2}{2v},\qquad F_f=\frac{\theta q^2}{2v}+\bar X+q .$$
The second has its minimum where $\theta q/v+1=0$, at $q=-v/\theta$, with value $\bar X-v/(2\theta)$. This value is the reaction free energy $\Delta G$. The reorganisation energy is the cost of that configuration on the initial curve, $\lambda=F_i(-v/\theta)=v/(2\theta)$. Hence $v=2\lambda\theta$ and $\bar X=\lambda+\Delta G$.

An electron from level $\varepsilon$ starts $\varepsilon$ above the Fermi level, so $\Delta G=-\Delta-\varepsilon$ and $\bar X=-(\varepsilon-\lambda+\Delta)$. Define
$$g(x)=\frac{e^{-x^2/4\lambda\theta}}{\sqrt{4\pi\lambda\theta}},\qquad f(\varepsilon)=\frac1{1+e^{\varepsilon/\theta}},\qquad y=\Delta-\lambda .$$
Since $g$ is even, $p(0)=g(\varepsilon+y)$. Weighting each level by its occupation and summing gives
$$k=A\int_{-D}^{U}f(\varepsilon)\,g(\varepsilon+y)\,d\varepsilon,\qquad A=\frac{2\pi}{\hbar}|H|^2\rho .$$

The best-matched level is $\varepsilon=-y=\lambda-\Delta$. It sinks through the band as the driving force grows. A level above it is already in its own inverted region, but the total rate holds up while other occupied levels take over. Because $g$ has unit area and $f<1$, $k$ is always below $A$.

## (b) Does the rate turn over, and how often?

**Question.** Decide whether $k$ can fall when the band has no lower edge. For finite $D$, find the number of turning points and bracket their position, taking $U\le D$ for the bracket.

**Answer.** Only $g$ depends on $y$. Its derivative with respect to $y$ equals that with respect to $\varepsilon$, so integration by parts gives
$$\frac1A\frac{dk}{d\Delta}=f(U)g(U+y)-f(-D)g(y-D)+\int_{-D}^{U}(-f')\,g(\varepsilon+y)\,d\varepsilon .$$
Here $-f'>0$. For $D\to\infty$ the one negative term vanishes, and the rate rises at every driving force.

For finite $D$, divide by the positive number $g(y-D)$. Since
$$(\varepsilon+y)^2-(y-D)^2=(\varepsilon+D)(\varepsilon+2y-D),$$
the ratio $g(\varepsilon+y)/g(y-D)$ is
$$R(\varepsilon,y)=\exp\!\left[-\frac{(\varepsilon+D)(\varepsilon+2y-D)}{4\lambda\theta}\right].$$
The slope of $k$ therefore has the sign of $S(y)-f(-D)$, where
$$S(y)=f(U)R(U,y)+\int_{-D}^{U}(-f')R\,d\varepsilon .$$
Now $\partial\ln R/\partial y=-(\varepsilon+D)/(2\lambda\theta)$ is negative for every $\varepsilon>-D$. So $S$ decreases strictly, from infinity at $y\to-\infty$ to zero at $y\to\infty$, while $f(-D)$ is a positive constant. They cross once, and the slope changes from positive to negative: there is one maximum and no other turning point.

At $y=D$ the exponent is $-(\varepsilon+D)^2/4\lambda\theta$, so $R<1$ inside the band and
$$S(D)<f(U)+\int_{-D}^{U}(-f')\,d\varepsilon=f(-D).$$
The rate is already falling there. At $y=0$ the exponent is $(D^2-\varepsilon^2)/4\lambda\theta$, which is not negative when $U\le D$; the same sum then gives $S(0)>f(-D)$, and the rate still rises. The maximum $\Delta^*$ thus obeys $\lambda<\Delta^*<\lambda+D$.

## (c) Locating the maximum numerically

**Question.** Take rough values for ruthenium in an aqueous outer-sphere reduction: $D=6$ eV, $U=2$ eV, $\lambda=0.8$ eV and $T=298.15$ K. Devise a calculation that survives a very flat maximum, and report $\Delta^*$.

**Answer.** If $k/A$ differs from 1 by less than the rounding error, comparing values of $k$ is useless. The missing part can be computed instead. Subtract the integral for $k/A$ from the unit area of $g$:
$$1-\frac kA=\tfrac12\operatorname{erfc}\frac{D-y}{\sqrt{4\lambda\theta}}+\tfrac12\operatorname{erfc}\frac{U+y}{\sqrt{4\lambda\theta}}+\int_{-D}^{U}(1-f)\,g(\varepsilon+y)\,d\varepsilon .$$
The terms are the Gaussian weight below the band, the weight above it, and the weight on empty levels inside it. All are positive, so nothing cancels.

I evaluated the integral by Gauss–Legendre quadrature with 12 points in each 0.01 eV panel, and minimised the logarithm of the shortfall by a bounded search between $\lambda$ and $\lambda+D$. Part (b) guarantees a single minimum there. The result is
$$\Delta^*=4.046\ \text{eV},\qquad 1-k(\Delta^*)/A=7.0\times10^{-42}.$$
Double-precision numbers are spaced by $2.2\times10^{-16}$ just above 1 and by half that just below, so direct maximisation of $k$ would see a plateau with no identifiable top. The position is well defined mathematically, but no rate measurement could find it.

## (d) A shallow band

**Question.** For $\theta\ll\lambda,D,U$, find $\Delta^*$ and its first thermal correction when levels near the Fermi energy dominate the integral in the slope. State when they do. Apply the result to $D=U=1$ eV with $\lambda$ and $T$ unchanged.

**Answer.** The top-edge term is suppressed by $f(U)\approx e^{-U/\theta}$, and $f(-D)\approx1$. Expand the Gaussian about the Fermi level:
$$g(\varepsilon+y)=g(y)\,e^{-y\varepsilon/2\lambda\theta}\,e^{-\varepsilon^2/4\lambda\theta}.$$
Levels with $|\varepsilon|\sim\theta$ matter, so the last factor is $1+O(\theta/\lambda)$. The middle factor must be kept: its exponent is of order $y/2\lambda$, which does not vanish with temperature. Put $x=\varepsilon/\theta$, $a=y/2\lambda$ and $t=e^x/(1+e^x)$. Then $dt=e^x(1+e^x)^{-2}dx$ and $e^x=t/(1-t)$, so
$$\int_{-\infty}^{\infty}\frac{e^x\,e^{-ax}}{(1+e^x)^2}\,dx=\int_0^1t^{-a}(1-t)^a\,dt=\Gamma(1-a)\Gamma(1+a)=\frac{\pi a}{\sin\pi a}.$$
This converges for $-1<a<1$; here $a>0$, so the condition is $a<1$.

The zero-slope condition is $g(y-D)=g(y)\,\pi a/\sin\pi a$. Taking logarithms,
$$y^2-(D-y)^2=D(2y-D)=4\lambda\theta\ln\frac{\pi a}{\sin\pi a}.$$
To leading order $y=D/2$, hence $a=D/4\lambda$, and the condition $a<1$ means $D<4\lambda$. Inserting this $a$ in the correction,
$$\Delta^*=\lambda+\frac D2+\frac{2\lambda\theta}{D}\ln\frac{\pi D/4\lambda}{\sin(\pi D/4\lambda)}+O(\theta^2).$$

The leading term places the best-matched level at the middle of the occupied band, where the two ends cut equal parts from the Gaussian. Thermal smearing of the upper end costs more than the sharp lower end, and the maximum moves to a larger driving force.

For the 1 eV band, $\theta=0.02569$ eV and $\pi a=0.9817$, so the logarithm is $\ln(0.9817/0.8315)=0.166$. The correction is $0.0411\times0.166=0.0068$ eV, and $\Delta^*=1.3068$ eV. Numerical solution of $S=f(-D)$ gives 1.3054 eV. The formula is 0.0015 eV too high, about a quarter of the actual thermal shift of 0.0054 eV. Halving $T$ at fixed $D$, $U$ and $\lambda$ divides this error by 3.9, close to the 4 expected of a second-order term. Here $k/A=0.985$ at the maximum: the Gaussian barely fits into so shallow a band.

## (e) A deep band

**Question.** The maximum in (c) is not at $\lambda+D/2$. Find the formula for $D>4\lambda$, identify what causes the shift, and examine how the two regimes join.

**Answer.** For $y>2\lambda$ the product $(-f')g$ no longer peaks near the Fermi level. Well below it, $-f'\approx e^{\varepsilon/\theta}/\theta$. The identity
$$(\varepsilon+y)^2-4\lambda\varepsilon=(\varepsilon+y-2\lambda)^2+4\lambda(y-\lambda)$$
turns the exponent of the product into
$$\frac{\varepsilon}{\theta}-\frac{(\varepsilon+y)^2}{4\lambda\theta}=-\frac{(\varepsilon+y-2\lambda)^2}{4\lambda\theta}+\frac{\lambda-y}{\theta}.$$
This is a Gaussian centred at $\varepsilon_s=2\lambda-y$. If $\varepsilon_s$ lies several widths $\sigma=\sqrt{2\lambda\theta}$ from both the Fermi level and the lower edge, the integral is $\theta^{-1}e^{(\lambda-y)/\theta}$.

Set $u=D-y$, the distance of the best-matched level from the lower edge. Zero slope requires
$$\frac{e^{-u^2/4\lambda\theta}}{\sqrt{4\pi\lambda\theta}}=\frac1\theta\,e^{(\lambda-D+u)/\theta}.$$
Take the logarithm, multiply by $\theta$ and collect terms:
$$\frac{u^2}{4\lambda}+u+\lambda=D-c,\qquad c=\frac\theta2\ln\frac{4\pi\lambda}{\theta}.$$
The left side is $(u+2\lambda)^2/4\lambda$. Because $u>0$ by part (b), the positive root applies, $u=2\sqrt{\lambda(D-c)}-2\lambda$, and $\Delta^*=\lambda+D-u$ becomes
$$\Delta^*=D+3\lambda-2\sqrt{\lambda(D-c)} .$$

For the ruthenium values, $c=0.0128\times\ln391=0.077$ eV and
$$\Delta^*=6+2.4-2\sqrt{0.8\times5.923}=4.046\ \text{eV},$$
which agrees with (c). The midpoint would be 3.800 eV. The dominant levels lie at $\varepsilon_s=1.6-3.246=-1.65$ eV, eight widths below the Fermi level ($\sigma=0.203$ eV). An empty level is extremely rare there, but the Gaussian weight at the Fermi level is smaller still. These deep thermal holes cause the shift. When the Fermi function alone is sharpened to a thermal energy of 0.001 eV, with the solvent kept at 298.15 K, the computed maximum returns to 3.800 eV.

The size of the shortfall follows as well. The holes contribute $\int e^{\varepsilon/\theta}g\,d\varepsilon=\theta g(u)$ by the zero-slope condition, and the lower edge contributes about $2\lambda\theta g(u)/u$, the leading tail of the error function. With $u=2.754$ eV their sum is $\theta g(u)(1+0.58)\approx7\times10^{-42}$.

As $\theta\to0$ in these classical-solvent formulas, $c$ vanishes and
$$\Delta^*\to\begin{cases}\lambda+D/2,&D\le4\lambda,\\ D+3\lambda-2\sqrt{\lambda D},&D\ge4\lambda.\end{cases}$$
Both branches equal $3\lambda$ at $D=4\lambda$. Their slopes with respect to $D$, namely $\tfrac12$ and $1-\sqrt{\lambda/D}$, also agree there. Numerical maxima at 298.15 K, with $\lambda=0.8$ eV and $U=2$ eV fixed, are:

| $D$ (eV) | $\Delta^*$ (eV) | limit $\theta\to0$ (eV) |
|---|---|---|
| 2.0 | 1.814 | 1.800 |
| 3.2 | 2.430 | 2.400 |
| 4.0 | 2.857 | 2.822 |
| 6.0 | 4.046 | 4.018 |
| 8.0 | 5.365 | 5.340 |

The row $D=3.2$ eV is the crossover. There the logarithm in (d) diverges and the Gaussian in (e) reaches the Fermi level, so neither finite-temperature formula applies, although the true maximum moves smoothly.

## (f) The fall that could be seen

**Question.** Find the shape of the falling side for a deep band, and give the driving forces at which the rate drops to 99, 50 and 1 per cent of $A$.

**Answer.** When the best-matched level is near the lower edge, the levels that matter are full, so $f\approx1$, and the upper limit may go to infinity:
$$\frac kA\approx\int_{-D}^{\infty}g(\varepsilon+y)\,d\varepsilon=\tfrac12\operatorname{erfc}\frac{\Delta-\lambda-D}{\sqrt{4\lambda\theta}} .$$
The half-way point is $\lambda+D=6.80$ eV. A Gaussian reaches its 1 per cent tail 2.326 widths from its centre, here 0.472 eV, so the 99 and 1 per cent points are 6.33 and 7.27 eV. The visible fall starts more than 2 eV beyond the mathematical maximum. Farther out, the exponent $-(\Delta-\lambda-D)^2/4\lambda\theta$ is that of a single level at the band bottom, deep in its inverted region.

The rising side is centred at $\Delta=\lambda$ and is slightly broader. Quadrature gives $k/A=0.0273$ at 0.4 eV before its centre, against 0.0243 at 0.4 eV beyond the centre of the fall. The Fermi edge is thermally smeared, while the band bottom is sharp.

## (g) Would a ruthenium electrode show it?

**Question.** Using rough parameters, judge which neglected effects matter most.

**Answer.** Equal level weights are a fragile assumption. On the plateau, a weight $w(\varepsilon)$ that varies slowly over $\sigma$ gives $k\approx A\,w(\lambda-\Delta)$, so even a small slope overwhelms a shortfall of $10^{-42}$. Numerical maximisation with $w=1+s\varepsilon$ puts the peak at 1.475 eV for $s=+0.01$ per eV and at 6.14 eV for $s=-0.01$ per eV. Tunnelling supplies a much larger slope. For a 3 eV barrier of width $d=0.5$ nm,
$$w=\exp\!\left[-\frac{2d\sqrt{2m_e}}{\hbar}\left(\sqrt{3\,\text{eV}-\varepsilon}-\sqrt{3\,\text{eV}}\right)\right]$$
moves the maximum to 1.06 eV, and the rate at 4.05 eV is then 3.4 per cent of the new peak. This weight keeps the barrier rectangular and independent of potential. The field at a large driving force lowers the barrier and weakens the fall beyond the new peak. If the potential drops linearly over the first 0.5, 0.3 or 0.1 nm of the barrier, the peak lies near 1.16, 1.22 or 1.34 eV and the rate at 4.05 eV is 16, 34 or 71 per cent of it. If the barrier moves wholly with the solution, the best-matched level always sees the same barrier and the peak stays near 4.1 eV. The free-electron decay is itself unreliable for the deepest levels, which lie 9 eV below the barrier top, comparable to the band gap of water. A real ruthenium band is also structured, and its d states overlap broader sp states, so neither the uniform density nor the sharp lower edge is realistic.

Diffusion hides the maximum and delays the visible fall. Take $|H|=1$ meV, five d states of one spin per atom spread over 8 eV, and a reaction layer of 0.1 nm. Then $A$ times the layer thickness is 60 cm/s. A diffusion coefficient of $10^{-5}$ cm²/s across a 10 µm film gives 0.01 cm/s. The slower step controls the current, and in the uniform-band model the kinetics drop to the diffusion value only at 7.53 eV.

Quantum vibrations soften the fall. Move 0.2 eV of $\lambda$ into one mode with a 0.2 eV quantum, initially in its ground state, that takes up one quantum on average. The rate becomes a Poisson-weighted sum in which $n$ emitted quanta reduce $\Delta$ by $0.2n$ eV. At 7.8 eV, $k/A$ rises from $4\times10^{-7}$ to $9\times10^{-4}$.

The required potential is itself out of reach. The driving force of 4.05 eV is 3.4 times the roughly 1.2 eV thermodynamic stability range of water. Dropped across 0.3 nm, it means a field of 135 MV/cm. With 20 µF/cm², and zero charge assumed at the formal potential, the surface would hold 81 µC/cm², or 0.32 electron per atom at $1.6\times10^{15}$ atoms/cm². Ten d states per atom over 8 eV convert this into a 0.25 eV rise of the Fermi level within the surface band. Multiplied by the slope $1-\sqrt{0.8/6}=0.63$ from (e), it moves $\Delta^*$ by about 0.16 eV. Heating to 353.15 K with the other parameters fixed moves it by only 0.004 eV.

So 4.05 eV is a property of the uniform-band model. It does not predict a current maximum on ruthenium: a tunnelling barrier tied at least in part to the metal moves the peak by about 3 eV, and even with equal level weights the diffusion layer assumed here would hold the current near its limit until the driving force approaches 7.5 eV. With the weight set to 1 at the Fermi level and zero driving force, the potential-independent barrier brings the half-way point of that fall from 7.5 eV to about 7.05 eV. When the field lowers the barrier the shift shrinks or reverses: the point lies near 7.4, 7.5 or 7.6 eV for a drop over 0.5, 0.3 or 0.1 nm.
